Saturation of homogeneous and inhomogeneous trap resonances at line centre

Converting a spin-resonance signal of traps, recorded at microwave power P, into an unsaturated signal or a trap density requires a choice of exponent. The measured susceptibility must be multiplied by (1+s)ⁿ, where s is the saturation parameter defined below. For the signal at line centre, identical traps give n = 1 and traps whose resonance frequencies are widely spread give n = 1/2. For the area under the whole absorption line, n = 1/2 in both cases (section 4). In the example below, at 0.1 mW, the two choices multiply the signal by 4.1 and by 2.0, so the inferred density changes by a factor of two with every relaxation time held fixed.

**1. Conventions and equations of motion**

The traps have spin 1/2 and equilibrium magnetization M₀ along the static field B₀, which points along z. Let γ = gμ_B/ħ be positive. The electron moment is antiparallel to its spin, so without relaxation

dM/dt = −γ M × B = γ B × M.

The microwave field is 2B₁ cos ωt along x. It is the sum of two fields of amplitude B₁ rotating in opposite senses. The one that follows the precession is B₁(cos ωt, sin ωt, 0). The other is detuned by about 2ω and is dropped, which requires γB₁ ≪ ω and 1/T₂ ≪ ω.

In a frame rotating at ω about z, the rotation subtracts ω ẑ × M from the rate of change. With Δ = γB₀ − ω and ω₁ = γB₁,

dM/dt = (Δ ẑ + ω₁ x̂) × M + relaxation.

The cross products are ẑ × M = (−M_y, M_x, 0) and x̂ × M = (0, −M_z, M_y). Call the rotating components M_x = u and M_y = −v; the minus sign makes v positive for absorption. With transverse decay time T₂ and longitudinal recovery time T₁,

du/dt = Δv − u/T₂
dv/dt = −Δu + ω₁M_z − v/T₂
dM_z/dt = −ω₁v − (M_z − M₀)/T₁.

**2. Steady state and absorbed power**

Set the three derivatives to zero. The first equation gives u = ΔT₂v. Inserted in the second and multiplied by T₂, it gives

v(1 + Δ²T₂²) = ω₁T₂M_z.

The third gives M_z = M₀ − ω₁T₁v. Substituting this and moving the term in v to the left,

v(1 + Δ²T₂² + ω₁²T₁T₂) = ω₁T₂M₀.

Define s = ω₁²T₁T₂ = γ²B₁²T₁T₂. Then

v(Δ) = M₀ω₁T₂ / (1 + s + Δ²T₂²).   (A)

Back in the laboratory, M_x = u cos ωt + v sin ωt. The absorbed power density is the cycle average of −M·dB/dt:

p = ⟨(u cos ωt + v sin ωt) 2ωB₁ sin ωt⟩ = ωB₁v,

because ⟨sin²⟩ = 1/2 and ⟨sin cos⟩ = 0. For these weakly magnetic samples the applied H has amplitude 2B₁/μ₀, so the absorptive susceptibility is

χ″ = μ₀v/(2B₁).

Three quantities must be kept apart. The susceptibility χ″ is proportional to v/B₁. The amplitude v contains one more factor B₁, proportional to √P. The absorbed power contains two more, proportional to P. The saturation exponent n refers to the common factor that remains after these powers of B₁ are removed.

The third Bloch equation also gives ω₁v = (M₀ − M_z)/T₁, hence p = (ω/γ)(M₀ − M_z)/T₁. One spin flip changes the moment by γħ and carries energy ħω, so this says that the lattice removes the absorbed energy at the rate 1/T₁. Saturation sets in when the lattice cannot keep M_z near M₀.

**3. Homogeneous line: n = 1**

If all traps resonate at the same frequency, put Δ = 0 in (A):

v = M₀ω₁T₂/(1+s),   χ″(s)/χ″(0) = 1/(1+s).

With ω₁ = √(s/(T₁T₂)), the amplitude becomes

v = M₀√(T₂/T₁) √s/(1+s).

The derivative of √s/(1+s) is (1−s)/[2√s(1+s)²], so the amplitude peaks at s = 1 with v = (M₀/2)√(T₂/T₁), and then falls, as 1/√P once s ≫ 1. The absorbed power is p = (ωM₀/γT₁) s/(1+s), which levels off at the rate at which the lattice can accept energy.

**4. Strongly inhomogeneous line: n = 1/2**

Now let the traps have different resonance frequencies, because of local fields or orientation. Traps with the same frequency form a packet. Let h(δ) be the distribution of packet offsets δ from line centre, in angular frequency, symmetric and normalized to 1. All packets share T₁, T₂ and B₁ and exchange no energy. Dividing numerator and denominator of (A) by T₂² gives

v(δ) = (M₀ω₁/T₂)/(a² + δ²),   a = √(1+s)/T₂.

The half-width of a packet is a; it grows with power. Since ∫dδ/(a²+δ²) = π/a over all δ, the packet area is

πM₀ω₁/(T₂a) = πM₀ω₁/√(1+s).

Apart from the factor ω₁, the height falls as (1+s)⁻¹ while the width grows as (1+s)^(1/2). The area therefore falls as (1+s)^(−1/2). Every packet has this area, so the area of the whole line falls by the same factor for any h. A trap density taken from the integrated absorption needs n = 1/2 even for a homogeneous line; n = 1 belongs to the height at the centre of such a line. The area rule needs a sweep that covers the broadened wings: a homogeneous line integrated over offsets within ±20/T₂ gives an area 15 % below the (1+s)^(−1/2) law at s = 31, and 30 % below if the value at the window ends is subtracted as baseline. With the microwave frequency at the centre of a broad line, the signal is the sum over packets, and when h hardly changes across a packet width it measures this area:

v̄ ≈ πh(0)M₀ω₁/√(1+s).   (B)

The central packets saturate as before, but power broadening brings neighbouring packets into absorption and replaces part of the loss. The shape of h enters through h(0) alone in this limit, and T₂ enters through s alone. At s ≫ 1 the amplitude (B) is constant and the absorbed power grows as √P.

**5. Finite spread and the crossover**

Equation (B) cannot hold to unlimited power, since a eventually reaches the spread of h. To follow the crossover, use

∫₀^∞ e^(−at) cos δt dt = Re[1/(a − iδ)] = a/(a² + δ²).

Because T₂a = √(1+s), each packet contributes [M₀ω₁/√(1+s)] ∫₀^∞ e^(−at) cos δt dt. Averaging over h replaces cos δt by φ(t) = ∫h(δ) cos δt dδ:

v̄ = [M₀ω₁/√(1+s)] ∫₀^∞ e^(−at) φ(t) dt.   (C)

With no spread φ = 1, the integral is 1/a = T₂/√(1+s), and the homogeneous result returns.

For a Lorentzian distribution of half-width Γ, φ = e^(−Γt) and

v̄ = M₀ω₁/[√(1+s)(Γ + a)].

Define the local exponent n = −d ln χ″/d ln(1+s). Since da/d ln(1+s) = a/2,

n = 1/2 + (1/2) a/(Γ + a).

It runs from 1/2 for a ≪ Γ to 1 for a ≫ Γ.

For a Gaussian distribution of standard deviation σ, φ = e^(−σ²t²/2). Let y = a/(√2σ) and complete the square:

at + σ²t²/2 = (σt/√2 + y)² − y².

With x = σt/√2 + y and dt = (√2/σ)dx, the integral in (C) is

(√2/σ) e^(y²) ∫_y^∞ e^(−x²) dx = √(π/2) erfcx(y)/σ,

where erfcx(y) = e^(y²) erfc(y). Writing y₀ = 1/(√2σT₂), so that y = y₀√(1+s), the results to implement are

v̄ = M₀ω₁√(π/2) erfcx(y)/[σ√(1+s)]   (D)

χ″(s)/χ″(0) = erfcx(y₀√(1+s)) / [erfcx(y₀)√(1+s)].   (E)

Call erfcx as one function: at large y its two factors overflow and underflow separately.

For small y, erfcx(y) ≈ 1 − 2y/√π. Since dy/d ln(1+s) = y/2, the exponent is n ≈ 1/2 + y/√π to first order in y. For large y, erfcx(y) ≈ 1/(y√π), and (D) becomes M₀ω₁T₂/(1+s), the homogeneous law.

The Gaussian amplitude therefore has a maximum in place of an endless plateau. It is proportional to √(s/(1+s)) erfcx(y). For s ≫ 1 and y ≪ 1 its logarithm is, up to a constant,

−1/(2s) − (2y₀/√π)√s.

Setting the derivative 1/(2s²) − y₀/(√π√s) to zero gives

s_max ≈ [√π/(2y₀)]^(2/3).   (F)

**6. If the recorded quantity is a derivative**

The exponents change if the input is the peak of the field-derivative spectrum. For a homogeneous line put x = ΔT₂ and c² = 1+s in (A):

|dv/dΔ| = M₀ω₁T₂² · 2x/(c²+x²)².

The maximum requires c² + x² − 4x² = 0, so x = c/√3, and the peak is

(3√3/8) M₀ω₁T₂²/(1+s)^(3/2).

The extra factor (1+s)^(−1/2) comes from the broadening of the line. For a strongly inhomogeneous line the envelope h does not broaden in this limit. The derivative is πh′(Δ)M₀ω₁/√(1+s), up to the sign convention for Δ, and keeps the exponent 1/2. These formulas apply to the slope of a steady-state absorption curve. With a finite spread the derivative peak leaves the root law sooner than (E) does: for σT₂ = 106 and s = 310 it lies 18 % below, against 11 % for (E). Equation (E) should therefore not be fitted to derivative peaks.

**7. Worked example**

Take g = 2.003, T₁ = 100 µs, T₂ = 1 µs, a Gaussian field spread of 0.6 mT, a frequency of 9.5 GHz and a temperature of 300 K. The cavity gives B₁ = C√P with C = 0.1 mT/√W. Then γ = 1.76×10¹¹ rad/(s T), and

σ = γ × 0.6 mT = 1.06×10⁸ rad/s,   σT₂ = 106,   y₀ = 1/(√2 × 106) = 0.0067.

The spread is about a hundred packet half-widths. Since √(T₁T₂) = 10 µs, s = 1 occurs at

B₁ = 1/(γ × 10 µs) = 0.568 µT,   P = (0.568 µT / 100 µT)² W = 32 µW.

The table gives χ″ relative to its unsaturated value. "Hom." is a hypothetical line with the same T₁ and T₂ but no spread, "root" is 1/√(1+s), and "Gauss" is (E) evaluated numerically. The exponent n is a central finite difference of (E). It is a local slope and must not be inserted in the factor (1+s)ⁿ: at 100 mW that would multiply the signal by about 210 where (E) requires 80.

P (mW)     s      hom.     root    Gauss     n
0.001    0.031   0.970    0.985   0.985   0.50
0.01     0.31    0.763    0.874   0.873   0.50
0.1      3.10    0.244    0.494   0.490   0.51
1        31.0    0.031    0.177   0.171   0.52
10       310     0.0032   0.057   0.050   0.56
100      3103    0.0003   0.018   0.012   0.67

At 1 mW, y = 0.0067 × √32.0 = 0.038, and the first-order exponent 1/2 + 0.038/√π = 0.52 agrees with the table. Correcting this line with n = 1 would multiply the signal by 32 where (E) requires 5.9, an overestimate of the trap density by a factor of 5.5.

The half-saturation power also needs the right law. The homogeneous χ″ is halved at s = 1, or 32 µW. The root law is halved when √(1+s) = 2, so s = 3, or 97 µW. Solving (E) numerically gives s = 2.94, or 95 µW. Reading that power as s = 1 would make T₁T₂ too small by a factor of 2.9.

The root law (B) predicts an amplitude plateau of √(π/2)/(σ√(T₁T₂)) = 1.19×10⁻³ in units of M₀. Equation (D) reaches at most 1.12×10⁻³, at s = 26 or 0.84 mW, where (F) also gives 26. By 100 mW it has fallen to 0.81×10⁻³. The Gaussian χ″ lies 10 % below the root law at s = 238, or 7.7 mW. Above that power, use (E).

**8. Real films and the limits of the model**

These parameters are rough orders of magnitude for silicon dangling bonds in a silicon nitride charge-trap film, not data for a particular film. A paramagnetic trap density of 10¹⁷ cm⁻³ is assumed, which is low for a charge-trap layer. The dipolar rate scale D = μ₀γ²ħN/(4π), with N the trap density, times T₂ is then 0.03. For randomly placed spins the dipolar shifts have a half-width of about 2.5D between off-resonant traps and 3.8D between resonant ones, or 0.08 to 0.12 of the packet half-width, which is small but not negligible. Independent packets also require little energy exchange within T₁. For weak coupling the exchange rate between typical neighbours in resonance is of order D²T₂, and D²T₂T₁ = 0.033² × 100 ≈ 0.1; the frequency spread lowers it further. Treating packets as independent is therefore reasonable as far as this coupling goes. The product DT₂ is proportional to N: at 10¹⁹ cm⁻³ it would be about 3, and neither independent packets nor the assumed T₂ could be kept. Energy exchange between packets spreads saturation through the line and invalidates the sum used in section 4.

A disordered film will not have a single T₁. For a log-normal distribution with median 100 µs and a factor of 3 per standard deviation, Gauss–Hermite quadrature of 1/√(1+s) raises χ″ at 1 mW by 13 % relative to the single-T₁ root law. When nearly all traps have s ≫ 1, the average of s^(−1/2) is still proportional to P^(−1/2), so in that limit such a spread changes the prefactor and leaves the exponent at 1/2. Near the onset of saturation it changes the shape of the curve: the local exponent is 0.43 where the median s is 3.1.

The microwave field is not uniform either. Take a 10 mm sample centred in a cosine profile of half-wavelength 23 mm, with s defined at the centre and each point weighted by B₁², since the local absorbed power is proportional to B₁²χ″. Numerical averaging then raises the root-law χ″ at 1 mW by 7 %.

The steady-state assumption restricts the measurement. Field modulation at 100 kHz gives 2π × 100 kHz × T₁ = 63, so M_z cannot follow the modulation and the formulas here do not apply; the resulting error is not estimated. An unmodulated sweep at 0.1 mT/s crosses a packet half-width, 1/(γT₂) = 5.7 µT, in 57 ms. That is about 570 T₁, slow enough at low power, and power broadening lengthens the crossing.

At high power the Bloch equations themselves come into question. ω₁T₂ reaches 1 at 3.2 mW and 5.6 at 100 mW, and in a solid T₂ may then depend on the drive. A stricter condition enters earlier. The root law comes from packets detuned by about a = √(1+s)/T₂, which is much larger than ω₁ when T₁ ≫ T₂, and it needs Lorentzian packet wings out to that detuning. If T₂ arises from frequency noise with correlation time τ_c, this requires aτ_c ≪ 1. For two-state noise with τ_c = 0.1 T₂, and T₂ defined by the unsaturated height at the packet centre, the summed absorption lies 9 % below the root law at s = 3.1 and 28 % below at s = 31, where ω₁T₂ is still less than 1. All rows of the table with s above 1 are therefore predictions of the constant-T₂ model with Lorentzian packets.

The cavity response stays linear for these traps. The equilibrium magnetization is M₀ = (Ngμ_B/2) tanh(ħω/2k_BT) = 7.1×10⁻⁴ A/m, and (D) gives an unsaturated χ″ of 9.2×10⁻⁷. Multiplied by an assumed cavity quality factor of 5000 this is 0.005, and the fraction of the cavity field energy inside the sample reduces it further. The same smallness limits detection. A film of 10 mm × 3 mm × 10 nm holds 3×10¹⁰ spins and about 5×10⁻⁸ of the magnetic field energy of a matched TE102 cavity. Against thermal noise alone in a 1 Hz bandwidth, its unmodulated signal-to-noise ratio is of order 0.002 at 1 µW and 0.01 at 1 mW; for a 1 µm film it is of order 0.2 and 1. The power series described next therefore needs far more material than one thin film.

For an implementation, measure C for the loaded cavity and record a power series that begins at s ≪ 1. Divide the amplitude v by √P to obtain a quantity proportional to χ″, and fit (E) with s = γ²C²T₁T₂P. Where the root law holds, the fit determines the product T₁T₂ but not the two times separately. A departure towards n = 1 carries information on σT₂ only if packet exchange, non-Lorentzian packet wings and a drive-dependent T₂ have been excluded as its cause, and only if h is Gaussian. A Lorentzian h with the same peak-to-peak derivative width as the example is fitted by (E) to better than 1 % but returns σT₂ ≈ 155; one with the same full width at half maximum returns 108. A spread of T₁ biases both fitted values: for the log-normal spread above, a fit of (E) with free amplitude to ln χ″ from 1 µW to 100 mW returns T₁T₂ about 27 % below its median and σT₂ near 150 in place of 106. Field nonuniformity leaves the high-power exponent of the root law at 1/2, but it biases the fit unless the fit averages over the field profile: the 10 mm sample above returns T₁T₂ 14 % low with σT₂ unchanged, and a 23 mm sample reaching the nodes returns T₁T₂ 36 % low and σT₂ near 125.

All numerical values are calculated from the stated model.
